**Testing the valence-band offset formula on a strained model interface**

The program tests $\Delta E_v=(E_v-\bar V)_B-(E_v-\bar V)_A+\Delta\bar{\bar V}$, where $E_v$ is the bulk valence top, $\bar V$ the cell-averaged electrostatic potential energy and $\Delta\bar{\bar V}$ the step of its macroscopic average from A to B. It solves a planar Hartree model for the strained bulk crystals and for a periodic stack of both. It asserts that the formula agrees within $5\times10^{-4}$ Ry with local valence tops found by a transfer matrix from the unaveraged potential. Further assertions compare the plateaus with plain cell averages and the step with the dipole of the averaged charge, and require the offset to survive a change of reference potential and of slab thickness. The output gives offsets of $-0.0445$ Ry with B strained to A and $-0.0485$ Ry with A strained to B; in both cases the two methods differ by about $10^{-7}$ Ry. Using the unstrained edge of B with the step of the interface where B is strained gives an error of $-0.0279$ Ry. Mixing two reference potentials gives an error of about $0.11$ Ry.

## Check in Python

```python
"""
Result under test (Rydberg units, hbar^2/2m = 1, e^2 = 2):
    offset = [E_v - Vmean]_B - [E_v - Vmean]_A + step
E_v   : valence-band top of a bulk crystal in the strain state of the interface
Vmean : cell average of the electrostatic potential energy of an electron
step  : plateau(B) - plateau(A) of the macroscopically averaged potential energy
Model: planar layers of Gaussian ions (charge 2) with two electrons per ion,
in-plane motion frozen, self-consistent Hartree approximation along z.
The formula is compared with local band edges obtained by a transfer matrix
from the unaveraged potential in the central cells of the two slabs.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.optimize import brentq

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
CHARGE = 2.0
G_CUT = 5.0                       # plane-wave cutoff, 1/bohr
WIDTH = {"A": 1.0, "B": 0.6}      # Gaussian ion widths, bohr
WIDTH_REF = 1.3                   # ion width in the alternative reference
TOL = 5e-4                        # Ry, residual finite-slab effects


def coulomb_factor(q):
    """8 pi / q^2, with the undetermined q = 0 term set to zero."""
    out = np.zeros_like(q)
    out[q != 0] = 8 * np.pi / q[q != 0] ** 2
    return out


def ion_coefficients(q, area, length, positions, widths):
    """Fourier coefficients for a layer set symmetric about z = 0."""
    total = np.zeros_like(q)
    for z, s in zip(positions, widths):
        total += np.exp(-0.5 * (q * s) ** 2) * np.cos(q * z)
    return CHARGE * total / (area * length)


def series(coefficients, q, z):
    return (np.exp(1j * np.outer(z, q)) @ coefficients).real


def solve_hartree(area, length, positions, widths, n_k):
    """Self-consistent potential of a periodic stack of layers."""
    m_max = int(G_CUT * length / (2 * np.pi))
    m = np.arange(-m_max, m_max + 1)
    n_grid = 4 * m_max + 4
    q = 2 * np.pi * np.fft.fftfreq(n_grid, 1 / n_grid) / length
    table = (m[:, None] - m[None, :]) % n_grid
    ions = ion_coefficients(q, area, length, positions, widths)
    density = ion_coefficients(q, area, length, positions,
                               [1.5] * len(positions))
    factor = coulomb_factor(q)
    n_occ = len(positions)

    def bands(k, potential):
        h = potential[table] + np.diag((k + 2 * np.pi * m / length) ** 2)
        return np.linalg.eigh(h)

    k_points = (np.arange(n_k) + 0.5) * np.pi / (length * n_k)
    converged = False
    for _ in range(400):
        potential = factor * (density - ions)
        rho = np.zeros(n_grid)
        for k in k_points:
            _, vectors = bands(k, potential)
            padded = np.zeros((n_grid, n_occ))
            padded[m % n_grid] = vectors[:, :n_occ]
            psi = np.fft.ifft(padded, axis=0) * n_grid
            rho += 2 * np.sum(np.abs(psi) ** 2, axis=1)
        rho /= area * length * n_k
        change = np.fft.fft(rho).real / n_grid - density
        if np.sum(np.abs(factor * change)) < 1e-8:
            converged = True
            break
        density = density + 0.25 * change
    assert converged, "Hartree iteration did not converge"
    return dict(q=q, v=potential, net=density - ions, ions=ions,
                bands=bands, n_occ=n_occ, k0=k_points[0])


def bulk_edges(kind, area, spacing):
    """Valence top relative to the mean potential, and the gap."""
    b = solve_hartree(area, spacing, [0.0], [WIDTH[kind]], 16)
    energies, _ = b["bands"](np.pi / spacing, b["v"])
    return energies[0], energies[1] - energies[0]


def local_valence_top(v, q, centre, spacing):
    """First energy at which the one-cell transfer matrix has trace -2."""
    n = 1024
    h = spacing / n
    z = centre - spacing / 2 + (np.arange(n) + 0.5) * h
    v_cell = series(v, q, z)

    def trace_plus_two(energy):
        kappa = np.sqrt(v_cell - energy + 0j)
        mats = np.empty((n, 2, 2))
        mats[:, 0, 0] = mats[:, 1, 1] = np.cosh(kappa * h).real
        mats[:, 0, 1] = (h * np.sinc(1j * kappa * h / np.pi)).real
        mats[:, 1, 0] = (kappa * np.sinh(kappa * h)).real
        while len(mats) > 1:
            mats = mats[1::2] @ mats[0::2]
        return np.trace(mats[0]) + 2

    low = v_cell.min()
    assert trace_plus_two(low) > 0
    for _ in range(1000):
        if trace_plus_two(low + 0.005) <= 0:
            return brentq(trace_plus_two, low, low + 0.005, xtol=1e-11)
        low += 0.005
    raise AssertionError("no valence top found")


def study_interface(area, c_a, c_b, n_layers):
    """Periodic A/B stack; slab centres at z = 0 (A) and z = length/2 (B)."""
    length = n_layers * (c_a + c_b)
    half = length / 2
    j = np.arange(n_layers) - n_layers // 2
    positions = np.concatenate([j * c_a, half + j * c_b])
    widths = [WIDTH["A"]] * n_layers + [WIDTH["B"]] * n_layers
    s = solve_hartree(area, length, positions, widths, 1)
    q, v = s["q"], s["v"]
    window = np.sinc(q * c_a / (2 * np.pi)) * np.sinc(q * c_b / (2 * np.pi))
    plateau = series(v * window, q, np.array([0.0, half]))

    flatness, cell_means = 0.0, []
    for centre, c, level in ((0.0, c_a, plateau[0]), (half, c_b, plateau[1])):
        z = np.linspace(centre - c / 2, centre + c / 2, 401)
        flatness = max(flatness,
                       np.max(np.abs(series(v * window, q, z) - level)))
        cell_means.append(simpson(series(v, q, z), x=z) / c)

    z = np.linspace(0, half, 4001)
    dipole_step = 8 * np.pi * simpson(
        z * series(s["net"] * window, q, z), x=z)

    ions_ref = ion_coefficients(q, area, length, positions,
                                [WIDTH_REF] * len(positions))
    v_ref = v + coulomb_factor(q) * (s["ions"] - ions_ref)
    plateau_ref = series(v_ref * window, q, np.array([0.0, half]))

    energies, _ = s["bands"](s["k0"], v)
    return dict(
        step=plateau[1] - plateau[0], plateau=plateau, flatness=flatness,
        cell_means=np.array(cell_means), dipole_step=dipole_step,
        step_ref=plateau_ref[1] - plateau_ref[0],
        edge_a=local_valence_top(v, q, 0.0, c_a),
        edge_b=local_valence_top(v, q, half, c_b),
        gap=energies[s["n_occ"]] - energies[s["n_occ"] - 1])


# Strain states: common in-plane area (bohr^2) and layer spacings (bohr)
CASES = {"B strained to A": (24.0, 8.0, 7.0),
         "A strained to B": (22.5, 8.3, 7.3)}
N_LAYERS = 9

print(f"Ion charge {CHARGE:.0f} e; widths A {WIDTH['A']}, B {WIDTH['B']} bohr")
print(f"Layers per slab: {N_LAYERS}; 1 Ry = {RY_EV:.6f} eV")
results = {}
for name, (area, c_a, c_b) in CASES.items():
    top_a, gap_a = bulk_edges("A", area, c_a)
    top_b, gap_b = bulk_edges("B", area, c_b)
    r = study_interface(area, c_a, c_b, N_LAYERS)
    offset = top_b - top_a + r["step"]
    direct = r["edge_b"] - r["edge_a"]

    assert min(gap_a, gap_b, r["gap"]) > 0.05
    assert r["flatness"] < TOL
    assert np.max(np.abs(r["cell_means"] - r["plateau"])) < TOL
    assert abs(r["dipole_step"] - r["step"]) < 1e-5
    assert abs(offset - direct) < TOL

    # Another ion width in the reference potential, same Hamiltonian
    shift_a, shift_b = (
        4 * np.pi * CHARGE * (WIDTH_REF ** 2 - WIDTH[x] ** 2) / (area * c)
        for x, c in (("A", c_a), ("B", c_b)))
    offset_ref = (top_b - shift_b) - (top_a - shift_a) + r["step_ref"]
    assert abs(offset_ref - direct) < TOL
    mixed_ref_error = top_b - top_a + r["step_ref"] - direct
    assert abs(mixed_ref_error) > 10 * TOL

    results[name] = dict(top_a=top_a, top_b=top_b, offset=offset,
                         direct=direct, step=r["step"])
    print(f"--- {name} ---")
    print(f"Area {area} bohr^2; spacings A {c_a}, B {c_b} bohr")
    print(f"Bulk A: E_v - Vmean = {top_a:.5f} Ry, gap {gap_a:.4f} Ry")
    print(f"Bulk B: E_v - Vmean = {top_b:.5f} Ry, gap {gap_b:.4f} Ry")
    print(f"Band term B - A      = {top_b - top_a:.5f} Ry")
    print(f"Plateaus A, B        = {r['plateau'][0]:.5f}, "
          f"{r['plateau'][1]:.5f} Ry")
    print(f"Potential step B - A = {r['step']:.5f} Ry")
    print(f"Step from dipole     = {r['dipole_step']:.5f} Ry")
    print(f"Plateau ripple       = {r['flatness']:.1e} Ry")
    print(f"Offset, formula      = {offset:.5f} Ry = {offset * RY_EV:.3f} eV")
    print(f"Local tops A, B      = {r['edge_a']:.5f}, {r['edge_b']:.5f} Ry")
    print(f"Offset, direct       = {direct:.5f} Ry")
    print(f"Formula - direct     = {offset - direct:.1e} Ry")
    print(f"Gap of whole stack   = {r['gap']:.4f} Ry")
    print(f"Reference ion width  = {WIDTH_REF} bohr")
    print(f"Mean shifts A, B     = {shift_a:.5f}, {shift_b:.5f} Ry")
    print(f"Step, new reference  = {r['step_ref']:.5f} Ry")
    print(f"Offset, new reference= {offset_ref:.5f} Ry")
    print(f"Mixed-reference error= {mixed_ref_error:.5f} Ry")

# Unstrained B edge wrongly combined with the step of the strained interface
on_a, on_b = results["B strained to A"], results["A strained to B"]
wrong = on_b["top_b"] - on_a["top_a"] + on_a["step"]
strain_error = wrong - on_a["direct"]
assert abs(strain_error) > 10 * TOL

# Thinner slabs must give the same offset
area, c_a, c_b = CASES["B strained to A"]
thin = study_interface(area, c_a, c_b, 7)
thin_offset = on_a["top_b"] - on_a["top_a"] + thin["step"]
assert abs(thin_offset - on_a["offset"]) < TOL

print("--- Strain and thickness checks ---")
print(f"Offset with unstrained B edge = {wrong:.5f} Ry")
print(f"Mixed-strain error = {strain_error:.5f} Ry "
      f"= {strain_error * RY_EV:.3f} eV")
print(f"Offset change between strain states = "
      f"{on_b['offset'] - on_a['offset']:.5f} Ry")
print(f"Offset with 7 layers per slab = {thin_offset:.5f} Ry")
print("OK")
```

Running it gives:

```
Ion charge 2 e; widths A 1.0, B 0.6 bohr
Layers per slab: 9; 1 Ry = 13.605693 eV
--- B strained to A ---
Area 24.0 bohr^2; spacings A 8.0, B 7.0 bohr
Bulk A: E_v - Vmean = 0.01980 Ry, gap 0.2451 Ry
Bulk B: E_v - Vmean = 0.02708 Ry, gap 0.3178 Ry
Band term B - A      = 0.00728 Ry
Plateaus A, B        = 0.02417, -0.02761 Ry
Potential step B - A = -0.05177 Ry
Step from dipole     = -0.05177 Ry
Plateau ripple       = 5.6e-09 Ry
Offset, formula      = -0.04449 Ry = -0.605 eV
Local tops A, B      = 0.04396, -0.00053 Ry
Offset, direct       = -0.04449 Ry
Formula - direct     = -8.8e-08 Ry
Gap of whole stack   = 0.2509 Ry
Reference ion width  = 1.3 bohr
Mean shifts A, B     = 0.09032, 0.19897 Ry
Step, new reference  = 0.05687 Ry
Offset, new reference= -0.04449 Ry
Mixed-reference error= 0.10865 Ry
--- A strained to B ---
Area 22.5 bohr^2; spacings A 8.3, B 7.3 bohr
Bulk A: E_v - Vmean = 0.00014 Ry, gap 0.2582 Ry
Bulk B: E_v - Vmean = -0.00085 Ry, gap 0.3351 Ry
Band term B - A      = -0.00100 Ry
Plateaus A, B        = 0.02225, -0.02528 Ry
Potential step B - A = -0.04753 Ry
Step from dipole     = -0.04753 Ry
Plateau ripple       = 1.8e-09 Ry
Offset, formula      = -0.04852 Ry = -0.660 eV
Local tops A, B      = 0.02239, -0.02613 Ry
Offset, direct       = -0.04852 Ry
Formula - direct     = -8.8e-08 Ry
Gap of whole stack   = 0.2632 Ry
Reference ion width  = 1.3 bohr
Mean shifts A, B     = 0.09286, 0.20351 Ry
Step, new reference  = 0.06313 Ry
Offset, new reference= -0.04852 Ry
Mixed-reference error= 0.11065 Ry
--- Strain and thickness checks ---
Offset with unstrained B edge = -0.07242 Ry
Mixed-strain error = -0.02793 Ry = -0.380 eV
Offset change between strain states = -0.00403 Ry
Offset with 7 layers per slab = -0.04449 Ry
OK
```
